# Deriving the Nanoquanta kernel by matching TDDFT and Bethe-Salpeter equations, part 2

How well can a two-point TDDFT kernel reproduce the excitons of a static Bethe-Salpeter equation (BSE) for a gapped closed shell? Formulas are in atomic units, with time dependence \(e^{-i\omega t}\); numbers carry their units. The screened interaction \(W\) is static, real and symmetric; \(v\) is the bare one.

Transitions \(t=(n\to m)\) between orbitals \(\psi_n\) are resonant (occupied to empty, \(s_t=+1\)) or antiresonant (\(s_t=-1\)), with energies \(E_t>0\), amplitudes \(X_t\) and diagonal matrix \(g_t=1/(s_t\omega-E_t)\). The Tamm-Dancoff approximation (TDA) drops antiresonant transitions; "coupling" keeps them. The \(N_G\times N_t\) matrix \(\Phi\), of rank \(N_G\), has columns \(\phi_t\), the components of \(\Phi_t=\psi_n^*\psi_m\) on \(N_G\) density functions. The Hermitian matrix of \(-W\) is

\[ K_{tt'}=-\int\! d\mathbf r\,d\mathbf r'\;\psi_m^*(\mathbf r)\psi_{m'}(\mathbf r)\,W(\mathbf r,\mathbf r')\,\psi_n(\mathbf r')\psi_{n'}^*(\mathbf r'). \tag{2} \]

With \(\gamma_x(\mathbf r,\mathbf r')=\sum_tx_t\psi_m(\mathbf r)\psi_n^*(\mathbf r')\),

\[ x^\dagger Kx=-\int\! d\mathbf r\,d\mathbf r'\;W(\mathbf r,\mathbf r')\,|\gamma_x(\mathbf r,\mathbf r')|^2, \tag{8} \]

so \(K\) is negative definite if \(W>0\) everywhere. The response without \(v\) is

\[ P=2\Phi\,[\,g^{-1}-K\,]^{-1}\Phi^\dagger. \tag{6} \]

Further, \(\chi_0=2\Phi g\Phi^\dagger\) and \(T=2\Phi gKg\Phi^\dagger\). The full kernel \(f=\chi_0^{-1}-P^{-1}\) reproduces this BSE. Its first-order part, the Nanoquanta kernel, is \(f^{(1)}=\chi_0^{-1}T\chi_0^{-1}=2CKC^\dagger\) at real \(\omega\), with \(C=\chi_0^{-1}\Phi g\). It gives \(P_{NQ}=\chi_0(\chi_0-T)^{-1}\chi_0\). The factor \(\lambda\) scales \(W\) at fixed orbitals and \(E_t\); \(f^{(2)}\) is the \(\lambda^2\) coefficient of \(f\). At a nondegenerate resonant \(E_t\), if the rest of \(\chi_0\) is regular enough, the double poles of \(T\) cancel in \(f^{(1)}\), and \(2\phi_t^\dagger f^{(1)}(E_t)\phi_t=K_{tt}\).

The test chain is open, with five sites, hopping 1.5 eV, on-site energies 0, 0.6, −0.4, 0.9 and −0.2 eV, two occupied orbitals and empty levels raised by 2.0 eV (scissor). For sites \(d\) apart, \(v=3.0/(1+d)\) eV and \(W=1.5/(1+d)\) eV. It has six resonant transitions, \(N_t=12\) and \(N_G=4\). The square-\(\Phi\) test occupies one orbital. Matrix errors use the Frobenius norm.

**Q.** Then the trouble must sit where \(\chi_0\) cannot be inverted. Does that happen at real frequency?

**A.** It does when there are more resonant transitions than density functions. For real orbitals each pair of partners combines to \(\chi_0=\sum_{\rm res}4E_t\phi_t\phi_t^T/(\omega^2-E_t^2)\). Its derivative in \(\omega>0\) is negative definite, so between poles every eigenvalue falls. At \(\omega=0\) all \(N_G\) eigenvalues are negative, and above the last pole all are positive. Each nondegenerate pole takes one eigenvalue from \(-\infty\) to \(+\infty\) and raises the count of positive ones by one, and each zero crossing lowers it by one. If all resonant transitions are nondegenerate and have \(\phi_t\neq0\), the number of zeros is the number of resonant transitions minus \(N_G\), which is \(6-4=2\) on the chain, and they lie among the transition energies.

Near a simple zero \(\omega_0\), with unit eigenvector \(y\), eigenvalue \(\mu'x\), \(x=\omega-\omega_0\), \(\mu'<0\), we have \(\chi_0^{-1}\simeq yy^\dagger/(\mu'x)\) and

\[ f^{(1)}\simeq\frac{\tau}{\mu'}\,\frac{yy^\dagger}{x^2},\qquad \tau=\frac{y^\dagger Ty}{\mu'}. \]

For negative definite \(K\), \(y^\dagger Ty=2(g\Phi^\dagger y)^\dagger K(g\Phi^\dagger y)<0\), so \(\tau>0\) and the double pole is present. The full kernel behaves differently. To first order in \(\lambda\) the eigenvalue of \(P\simeq\chi_0+\lambda T\) along \(y\) is \(\mu'(x+\lambda\tau)\), so

\[ f\simeq\frac{yy^\dagger}{\mu'}\left[\frac1x-\frac1{x+\lambda\tau}\right]=\frac{yy^\dagger}{\mu'}\left[\frac{\lambda\tau}{x^2}-\dots\right]. \]

These are two simple poles with opposite residues, and the double pole is the first term of an expansion that holds for \(|x|\gg\lambda\tau\). At the zero at 5.52374 eV on the chain, the norms of \(f^{(1)}\) and of the full \(f\) diverge with the powers −2.000 and −1.000 of the distance.

**Q.** Does that damage the spectrum or just the kernel?

**A.** The spectrum too. The eigenvalue of \(\chi_0-\lambda T\) along \(y\) is \(\mu'(x-\lambda\tau)\) at leading order, so \(P_{NQ}\) has a pole at \(x=\lambda\tau\), where \(P\) has none at this order; \(P\) has a zero on the other side, at \(x=-\lambda\tau\). The two outer factors \(\chi_0\) each contribute \(\mu'\lambda\tau\) along \(y\), so the residue there is \((\mu'\lambda\tau)^2/\mu'=\mu'\lambda^2\tau^2<0\). This is a spurious pole of negative weight and of order \(W^2\). This holds at leading order in \(\lambda\), where the pole is isolated on the real axis. At larger \(\lambda\) it can meet a pole of positive weight, and the two can leave the axis as a complex-conjugate pair, one of them in the upper half plane, where a retarded response has no poles. The zeros of \(\chi_0\) behind this lie among the transition energies. Below the lowest one all \(g_t<0\), \(\chi_0\) is negative definite, and no such zero exists.

**Q.** Is the kernel attractive, or can the two inverses turn the sign?

**A.** At real \(\omega\), \(g\) is real and \(\chi_0\) Hermitian, so \(f^{(1)}=2CKC^\dagger\) and \(u^\dagger f^{(1)}u=2(C^\dagger u)^\dagger K(C^\dagger u)\). With \(W\ge0\), (8) makes this nonpositive at any real frequency where \(\chi_0\) is invertible. With \(W>0\) it is strictly negative, because \(C^\dagger u=g\Phi^\dagger\chi_0^{-1}u\neq0\) for \(u\ne0\). On the chain at 3.6415 eV, midway between the two lowest transitions, where the \(g_t\) have both signs, the largest eigenvalue of \(f^{(1)}\) is −1.0445 eV.

**Q.** A bound exciton is not perturbative in \(W\). What can a first-order kernel promise about its energy?

**A.** A one-sided bound. For \(0\le\omega<E_{\min}\), the smallest \(E_t\), every \(-g_t=1/(E_t-s_t\omega)\) is positive. Let \(D=(-g)^{1/2}\) and \(M=D(-K)D\), which is Hermitian. Then \(g^{-1}-K=-D^{-1}(1-M)D^{-1}\), so a BSE root is a frequency where \(M\) has the eigenvalue 1. Let \(\Lambda(\omega)\) be the largest eigenvalue, and assume stability, \(\Lambda(0)<1\). By continuity the lowest root \(\Omega_{BSE}\) is the first frequency with \(\Lambda=1\). Now put \(F=\sqrt2\,D\Phi^\dagger\). Since \(g=-D^2\),

\[ -\chi_0=F^\dagger F,\qquad -T=2\Phi D^2(-K)D^2\Phi^\dagger=F^\dagger MF. \]

The Nanoquanta condition \((\chi_0-T)y=0\) is \(F^\dagger MFy=F^\dagger Fy\), the Rayleigh-Ritz problem for \(M\) on the trial vectors \(x=Fy\), with eigenvalue 1. Its largest eigenvalue obeys

\[ \Lambda_{NQ}(\omega)=\max_y\frac{(Fy)^\dagger M(Fy)}{(Fy)^\dagger(Fy)}\le\Lambda(\omega). \tag{17} \]

At the first root \(\Omega_{NQ}\) we have \(\Lambda\ge1\), so \(\Lambda\) has reached 1 at or before it, and \(\Omega_{NQ}\ge\Omega_{BSE}\). Adding density functions enlarges the trial space, and the same argument shows that \(\Omega_{NQ}\) does not rise. The sign of \(K\) was not used. For a finite set of transitions with negative definite \(K\), and a lowest transition whose column of \(\Phi\) is nonzero, a root below \(E_{\min}\) exists, because the trial vector becomes dominated by the lowest transition and the quotient diverges as \(-K_{tt}/(E_{\min}-\omega)\).

The BSE amplitude \(X\) solves \((1-M)D^{-1}X=0\), so the trial vector corresponds to \(X=Dx\propto g\Phi^\dagger y\). The bound is reached if the exciton amplitude has the form of the independent-particle response to a local potential at the exciton frequency. If the lowest BSE root is dark, (17) bounds \(\Omega_{NQ}\) by a state that the density does not see, and says less about the bright one.

**Q.** Does the same construction order the responses below the exciton?

**A.** Yes. For \(\Lambda<1\) the matrix \(1-M\) is positive, and for any vector \(b\), \(b^\dagger(1-M)^{-1}b=\max_x[\,2\operatorname{Re}b^\dagger x-x^\dagger(1-M)x\,]\), as completing the square shows. From (6), \(-P=F^\dagger(1-M)^{-1}F\), so \(b=Fe\) gives \(-e^\dagger Pe\). Restricting to \(x=Fy\) and maximizing over \(y\) gives \(e^\dagger F^\dagger F[F^\dagger(1-M)F]^{-1}F^\dagger Fe=-e^\dagger P_{NQ}e\). A restricted maximum is no larger, so

\[ -e^\dagger P_{NQ}e\le-e^\dagger Pe, \tag{18} \]

and the left side does not fall as the basis grows. For \(N_G=1\), where both are positive numbers, (18) means \(f\le f^{(1)}\): the neglected orders add attraction.

**Q.** In a solid the optical limit is \(q\to0\). In the scalar equation with one density function, a kernel needs a \(1/q^2\) head to act there. Where would it come from, with a short-range \(W\)?

**A.** From the inverses of \(\chi_0\). I write one dimension, a ring of length \(L\). The transitions are \((nk\to m,k+q)\) and the density functions are \(e^{i(q+G)x}/\sqrt L\). With \(\psi_{nk}=e^{ikx}u_{nk}/\sqrt L\),

\[ \Phi_t(G)=L^{-1/2}\langle u_{nk}|e^{-iGx}|u_{m,k+q}\rangle, \]

the bracket being a cell average. For \(G=0\), orthogonality of different bands at equal \(k\) removes the zeroth order and leaves \(q\langle u_{nk}|\partial_ku_{mk}\rangle\). Differentiating \(H_ku_m=\varepsilon_mu_m\) with \(H_k=\tfrac12(p+k)^2+V\) and projecting on \(u_n\) gives \(\langle u_n|\partial_ku_m\rangle=p_{nm}/(\varepsilon_m-\varepsilon_n)\), where the energies are those of the local Hamiltonian that makes the orbitals. This is finite because of the gap. For \(G\neq0\) the limit is finite without a factor \(q\). So \(\Phi=S\bar\Phi\) with \(S=\operatorname{diag}(q,1,1,\dots)\) and \(\bar\Phi\) finite. If \(g\) and \(K\) have limits and \(\bar\chi_0=2\bar\Phi g\bar\Phi^\dagger\) stays invertible, then \(\chi_0=S\bar\chi_0S\), \(T=S\bar TS\), and

\[ f^{(1)}=S^{-1}\,\bar\chi_0^{-1}\bar T\bar\chi_0^{-1}\,S^{-1}. \tag{19} \]

The head is \(-\alpha(\omega)/q^2\), the wings go as \(1/q\), the body is finite, and \(\alpha>0\) for \(W>0\). These powers of \(q\) do not depend on the range of \(W\), but the size of \(\alpha\) does. For a contact \(W=w\,\delta(x-x')\) and a basis spanning the \(\Phi_t\), \(f^{(1)}=-w/2\) is finite and \(\alpha=0\). With \(N_G=1\) the same interaction gives \(T_{00}=-\tfrac w2\sum_G|\chi_{0,0G}|^2\), whose terms with \(G\neq0\) are of order \(q^2\), so that \(\alpha>0\) whenever the head couples to them. For a contact \(W\), and for a range small against the lattice period, the scalar head thus stands mainly for local-field effects and falls as the basis grows. This does not extend to a range comparable with the period. In the model crystal below, the Fourier component of \(W\) at the first reciprocal vector is down by \(e^{-11.1}\), and the head rises when density functions are added. For \(N_G=1\), \(\alpha=-q^2T_{00}/\chi_{0,00}^2\). With \(p=-P_{00}/q^2\) and \(p_0=-\chi_{0,00}/q^2\), the relation \(P^{-1}=\chi_0^{-1}-f\) multiplied by \(-q^2\) reads

\[ \frac1p=\frac1{p_0}-\alpha\qquad(N_G=1). \tag{20} \]

A kernel finite at \(q=0\) would enter as \(q^2f\to0\) and leave \(p=p_0\) in this scalar equation.

**Q.** Put numbers on it. How good is the exciton in a crystal?

**A.** Take a model chain with period \(a=4.0\) Å and potential \(V=-2U\cos Gx\), \(U=2.0\) eV, where now \(G=2\pi/a=1.57080\) Å\(^{-1}\). With \(\hbar^2/2m=3.80998\) eV Å\(^2\) and 13 plane waves, the direct gap at the zone boundary is 3.9554 eV, near the two-wave value \(2U\). A scissor of 1.0 eV gives the quasiparticle gap \(3.9554+1.0=4.9554\) eV. One valence and two conduction bands at \(N_k=40\) points, with coupling, give \(N_t=40\times4=160\) and \(L=40\times4.0=160\) Å, and \(q=0.001\) Å\(^{-1}\). The interaction is \(W=W_0e^{-x^2/2\sigma^2}\), \(W_0=1.5\) eV, \(\sigma=3.0\) Å, with transform \(\tilde W(Q)=W_0\sigma\sqrt{2\pi}\,e^{-Q^2\sigma^2/2}\). Insert \(W=L^{-1}\sum_Q\tilde W(Q)e^{iQ(x-x')}\) and real plane-wave coefficients \(c(j)\) into (2). The \(x\) integral forces \(Q=k-k'+jG\), with \(q\) cancelling, the \(x'\) integral forces the same \(j\), and

\[ K_{tt'}=-\frac1L\sum_j\tilde W(k-k'+jG)\Big[\sum_ic_m(i)c_{m'}(i-j)\Big]\Big[\sum_ic_n(i)c_{n'}(i-j)\Big]. \]

Two rows of this matrix were tested against real-space quadrature of (2). On the diagonal the \(j=0\) term has unit overlaps and gives \(-1.5\times3.0\times2.507/160=-0.0705\) eV, and the others carry \(e^{-G^2\sigma^2/2}=e^{-11.1}\) or less. The interaction \(v\) is left out, so the energies are poles of \(P\). The reference is this static BSE in three bands. It omits dynamical screening, the variation of \(W\), higher bands and \(v\).

Diagonalization puts the lowest BSE exciton at 4.3575 eV (0.16014 Ha), bound by 0.5978 eV; differences of rounded energies can be off by one in the last digit. It moves by \(-3.0\times10^{-10}\) eV for \(N_k=60\). On this mesh the binding is \(0.5978/0.0705=8.5\) times the diagonal element. That element falls as \(1/L\) while the binding is converged in \(N_k\), so the ratio grows with the mesh and the binding is built from off-diagonal scattering. With \(N_G=1\) the Nanoquanta pole is at 4.4139 eV (0.16221 Ha), bound by 0.5414 eV. It lies above the BSE root, as (17) demands, by \(0.5978-0.5414=0.0564\) eV, which is 9.4% of the BSE binding. The BSE residue of \(P_{00}/q^2\) is 0.33388 Å, and the Nanoquanta residue is 0.9961 of it, or \(0.9961\times0.33388=0.3326\) Å.

**Q.** And the static response, where perturbation theory should be at its best?

**A.** At \(\omega=0\), \(p_0=0.136517\) Å/eV, so \(1/p_0=7.3251\) eV/Å. With \(\alpha(0)=1.5050\) eV/Å, equation (20) gives \(1/p=7.3251-1.5050=5.8201\) eV/Å and \(p=0.17182\) Å/eV. The BSE value is 0.172146 Å/eV, whose inverse is 5.8090 eV/Å, so the full kernel has \(7.3251-5.8090=1.5161\) eV/Å. The first-order \(\alpha\) is short by \(0.0111/1.5161=0.7\%\) of the full one, in the direction of (18). The error in \(p\) is \(0.172146-0.171819=0.000327\) Å/eV, which is 0.2% of the BSE value and 0.9% of the change \(0.172146-0.136517=0.035629\) Å/eV caused by \(W\).

The kernel is far from static. At the pole \(\alpha=2.1892\) eV/Å, a factor \(2.1892/1.5050=1.45\) above \(\alpha(0)\). By (20) the pole sits where \(p_0=1/2.1892=0.4568\) Å/eV. A frozen \(\alpha(0)\) would need \(p_0=1/1.5050=0.6645\) Å/eV, and since \(p_0\), a sum of positive terms proportional to \(E/(E^2-\omega^2)\) at \(q\to0\), rises towards the gap, it would bind less.

**Q.** You proved that more density functions cannot hurt. Do they close the 0.056 eV?

**A.** In this model they barely start to. Adding \(\pm G\) (\(N_G=3\)) and then \(\pm2G\) (\(N_G=5\)) gives bindings of 0.5415 and 0.5418 eV. The ordering of (17) was tested and holds, but the gain is \(0.5418-0.5414=0.0004\) eV, and 0.0560 eV remains. The static \(p\) moves faster, to 0.171935 and 0.172009 Å/eV, leaving 0.000211 and 0.000137 Å/eV below the BSE value, in the order that (18) requires. The residue ratios, 0.9957 and 0.9964, are not monotonic, and no bound was derived for them.

The first added functions can be written out at \(q\to0\). The crystal has inversion symmetry and the head perturbation tends to \(x\), which is odd, so \(\cos Gx\) does not couple to it. For \(\sin Gx\), the commutator \([p,H]=-iV'\) with \(V'=2UG\sin Gx\) gives \(\langle n|\sin Gx|m\rangle=i(\varepsilon_m-\varepsilon_n)p_{nm}/2UG\). This is the head function \(p_{nm}/(\varepsilon_m-\varepsilon_n)\) times \((\varepsilon_m-\varepsilon_n)^2\) and a constant, so the new direction adds weight on high transitions. Why the static response gains more from it than the exciton is not settled here, and these three bases do not show what limit a complete one reaches.

**Q.** One thing in the output worries me more. \(\alpha(0)\) goes from 1.5050 to 2.2859 to 2.5016 eV/Å while \(p\) hardly moves. Which is the true \(\alpha\)?

**A.** For \(N_G>1\) the head of the matrix is not the number that enters (20). Let \(A=P^{-1}\), with head \(A_{00}\), wings \(A_{0b}\), \(A_{b0}\) and body \(A_{bb}\). Solving \(AP=1\) for the first column, the body rows give \(P_{b0}=-A_{bb}^{-1}A_{b0}P_{00}\), and the head row then gives

\[ \frac1{P_{00}}=A_{00}-A_{0b}A_{bb}^{-1}A_{b0}. \]

Each wing goes as \(1/q\), so the second term is of order \(1/q^2\), the same as the head. This follows from \(\Phi=S\bar\Phi\) in (6), which gives \(P=S\bar PS\) and \(A=S^{-1}\bar P^{-1}S^{-1}\). The same scaling of \(f^{(1)}\), equation (19), was tested at 2 eV with \(N_G=3\) by doubling \(q\): the powers are −2.000 for the head, −1.000 for the wing and 0.000 for the body. The growth is no fault of first order, for the head of the full kernel grows in step, 1.5161, 2.2987 and 2.5127 eV/Å, although \(P_{00}\) of the BSE does not depend on \(N_G\) by its definition (6). The heads are not converged at \(N_G=5\). Using the \(N_G=3\) head alone in (20) would give \(1/(7.3251-2.2859)=0.1984\) Å/eV, 15% above the BSE value. The scalar that belongs in (20) is the one defined with \(N_G=1\), 1.5050 eV/Å at first order against 1.5161 eV/Å in full. With a larger basis, head, wings and body have to be kept together.

## Computed values

```
chain: hopping 1.5 eV, scissor 2.0 eV, onsite [ 0.   0.6 -0.4  0.9 -0.2] eV
chain: v = 3.0/(1+d) eV, W = 1.5/(1+d) eV, N_t = 12, N_G = 4, w = (2+0.5j) eV
transition-space BSE vs equation of motion, rel. error: 1.7e-15
TDDFT Dyson with v-free kernel vs full response, rel. error: 1.9e-15
f1 vs finite-difference df/dlambda, rel. error: 4.0e-11
f2 vs finite difference, rel. error: 9.5e-08; |f2|/|f1| = 0.0235
power of lambda in |P_NQ - P_BSE|: 2.018
best element-wise match, rel. residual: full 0.585, TDA 0.364
lowest E_t 3.0444 eV: dOmega/dlambda -0.71526 eV, on-shell 2<f1> -0.71526 eV
largest eigenvalue of f1 at w = 3.6415 eV: -1.0445 eV
zero of chi0 at 5.52374 eV: pole power f1 -2.000, exact f -1.000
square Phi, TDA: P error 1.7e-15, change of f1 from 1 to 3 eV 3.6e-15
same chain with coupling: change of f1 from 1 to 3 eV 0.252
crystal: a 4.0 A, U 2.0 eV, scissor 1.0 eV, W0 1.5 eV, sigma 3.0 A
crystal: N_k 40, N_t 160, plane waves 13, q 0.001 1/A
hbar^2/2m = 3.80998 eV A^2, G = 1.57080 1/A
direct gap: KS 3.9554 eV, quasiparticle 4.9554 eV
BSE exciton 4.3575 eV = 0.16014 Ha, binding 0.5978 eV
change of BSE exciton for N_k = 60: -3.0e-10 eV
BSE residue of P00/q^2: 0.33388 A
N_G 1: exciton 4.4139 eV = 0.16221 Ha, binding 0.5414 eV, residue/BSE 0.9961
N_G 1: alpha(0) 1.5050, alpha(Omega) 2.1892, full-BSE alpha(0) 1.5161 eV/A
N_G 1: static -P00/q^2 Nanoquanta 0.171819 A/eV
N_G 3: exciton 4.4139 eV = 0.16221 Ha, binding 0.5415 eV, residue/BSE 0.9957
N_G 3: alpha(0) 2.2859, alpha(Omega) 3.3430, full-BSE alpha(0) 2.2987 eV/A
N_G 3: static -P00/q^2 Nanoquanta 0.171935 A/eV
N_G 5: exciton 4.4136 eV = 0.16220 Ha, binding 0.5418 eV, residue/BSE 0.9964
N_G 5: alpha(0) 2.5016, alpha(Omega) 3.7677, full-BSE alpha(0) 2.5127 eV/A
N_G 5: static -P00/q^2 Nanoquanta 0.172009 A/eV
static -P00/q^2: chi0 0.136517 A/eV, BSE 0.172146 A/eV
power of q at 2 eV, N_G 3: head -2.000, wing -1.000, body -0.000
```
